# Bethe-Salpeter absorption by Haydock recursion and the effect of the terminator: verification in Python

```python
"""
Result under test: the absorption spectrum of a Bethe-Salpeter (BSE) matrix H,
    G(z) = <D|(z-H)^-1|D>,  z = E + i*eta,
follows from a Haydock continued fraction without diagonalizing H, and the way
the fraction is closed after n levels changes G by no more than
    4 |D|^2 rho^-(2n-1) / (h |sqrt(w^2-1)| (rho-1)),
    w = (z-c)/h,  rho = |w + sqrt(w^2-1)|,
c, h: centre and half-width of an interval that holds both spectra.
Model: two-band honeycomb sheet, screened electron-hole attraction W(r).
  gap, t      quasiparticle gap and hopping (eV)
  r0, kappa   sheet screening length (nm), mean dielectric constant around it
  soft        short-range cutoff of W (nm)
  a[j], b[j]  Haydock coefficients (eV); b[0] is the norm of D (nm)
  D           interband dipoles (nm);  eta: half-width of the broadening (eV)
"""
import numpy as np
from scipy import constants as sc
from scipy.fft import fft2, ifft2
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import struve, y0

COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # e^2/(4 pi eps0), eV nm
HC = sc.hbar * sc.c / sc.e * 1e9                    # hbar c, eV nm
LATT, GAP, HOP, R0, SOFT, ETA = 0.25, 7.3, 2.3, 1.0, 0.05, 0.1
A1 = LATT * np.array([1.0, 0.0])
A2 = LATT * np.array([0.5, np.sqrt(3) / 2])
TAU = np.array([[0.0, 0.0], (A1 + A2) / 3])         # boron, nitrogen
BOND = np.linalg.norm(TAU[1])
CELL = LATT**2 * np.sqrt(3) / 2


def potential(r, kappa=1.0, soft=SOFT):
    x = kappa * np.sqrt(r**2 + soft**2) / R0
    return COUL * np.pi / (2 * R0) * (struve(0, x) - y0(x))


def shortest(disp, n):
    """Shortest periodic image of displacement vectors in an n x n supercell."""
    best = disp
    for i in range(-2, 3):
        for j in range(-2, 3):
            trial = disp + n * (i * A1 + j * A2)
            closer = (trial**2).sum(-1) < (best**2).sum(-1) - 1e-12
            best = np.where(closer[..., None], trial, best)
    return best


def bands(n, gap=GAP, t=HOP):
    """Half transition energy, conduction and valence amplitudes, x dipole."""
    p = np.exp(-2j * np.pi * np.arange(n) / n)
    p1, p2 = p[:, None], p[None, :]
    g = -t * (1 + p1 + p2)
    near = [TAU[1][0], (TAU[1] - A1)[0], (TAU[1] - A2)[0]]
    m = -t * (near[0] + near[1] * p1 + near[2] * p2)
    e = np.sqrt(gap**2 / 4 + abs(g)**2)
    top = e + gap / 2
    norm = np.sqrt(top**2 + abs(g)**2)
    c = np.array([top / norm, g.conj() / norm])
    v = np.array([-g / norm, top / norm])
    d = (c[0].conj() * m * v[1] - c[1].conj() * m.conj() * v[0]) / (2 * e)
    return e, c, v, d


def attraction(n, kappa=1.0, soft=SOFT):
    i = np.arange(n)
    cells = i[:, None, None] * A1 + i[None, :, None] * A2
    disp = cells + (TAU[:, None] - TAU[None, :])[:, :, None, None, :]
    return potential(np.linalg.norm(shortest(disp, n), axis=-1), kappa, soft)


def bse_product(e, c, v, w):
    pair = c[:, None] * v[None, :].conj()
    back = pair.conj()

    def apply(x):
        return 2 * e * x - (back * fft2(w * ifft2(pair * x))).sum(axis=(0, 1))
    return apply


def dense_matrix(apply, n):
    unit = np.eye(n * n, dtype=complex)
    return np.array([apply(u.reshape(n, n)).ravel() for u in unit]).T


def light_symmetry(n):
    """Projector on pair amplitudes that transform like the x dipole."""
    i1, i2 = np.meshgrid(np.arange(n), np.arange(n), indexing='ij')
    turn = ((i2 - i1) % n, (-i1) % n)               # threefold rotation
    mirror = ((-i1) % n, (i2 - i1) % n)             # x -> -x
    phase = np.exp(-2j * np.pi * i1 / n)

    def project(x):
        y = (x - phase * x[mirror]) / 2
        r1 = phase * y[turn]
        return (2 * y - r1 - phase * r1[turn]) / 3
    return project


def haydock(apply, d, steps, keep=0, project=None):
    """Recursion; the first 'keep' levels are fully reorthogonalized."""
    a, b = [], [np.linalg.norm(d)]
    q, old = d / b[0], np.zeros_like(d)
    basis = np.empty((keep, d.size), dtype=complex)
    for j in range(steps):
        r = apply(q) - (b[j] * old if j else 0)
        a.append(np.vdot(q, r).real)
        r = r - a[j] * q
        if project is not None:
            r = project(r)
        if j < keep:
            basis[j] = q.ravel()
            flat = r.ravel()
            overlap = (basis[:j + 1] @ flat.conj()).conj()
            r = (flat - overlap @ basis[:j + 1]).reshape(d.shape)
        b.append(np.linalg.norm(r))
        if b[-1] < 1e-8:
            break
        old, q = q, r / b[-1]
    return np.array(a), np.array(b)


def fraction(z, a, b, n, tail=None):
    f = 0 * z if tail is None else b[n]**2 * tail
    for j in range(n - 1, -1, -1):
        f = b[j]**2 / (z - a[j] - f)
    return f


def root_tail(z, lo, hi):
    s = np.sqrt(z - hi) * np.sqrt(z - lo)
    return (z - (lo + hi) / 2 - s) / (2 * ((hi - lo) / 4)**2)


def sheet(energy, green, nk):
    """Dimensionless sheet conductivity; its real part is the weak absorbance."""
    return 1j * energy / HC * 8 * np.pi * COUL / (nk * CELL) * green


# ---- potential against quadrature of its integral form
for r, kap in ((0.15, 1.0), (0.9, 1.55)):
    num = quad(lambda s: np.exp(-kap * s) /
               np.sqrt(r**2 + SOFT**2 + (s * R0)**2), 0, np.inf)[0]
    assert abs(COUL * num / potential(r, kap) - 1) < 1e-6

# ---- bands, dipoles and kernel against explicit sums over sites
n = 6
e, c, v, d = bands(n)
ij = np.array([(i, j) for i in range(n) for j in range(n)])
wave = np.exp(2j * np.pi * (ij @ ij.T) / n) / n
psi_c = np.hstack([c[s].ravel()[:, None] * wave for s in (0, 1)])
psi_v = np.hstack([v[s].ravel()[:, None] * wave for s in (0, 1)])
pos = np.vstack([ij @ np.array([A1, A2]) + TAU[s] for s in (0, 1)])
disp = shortest(pos[:, None] - pos[None, :], n)
dist = np.linalg.norm(disp, axis=-1)
h_site = np.where(abs(dist - BOND) < 1e-6, -HOP, 0.0)
h_site += np.diag(np.repeat([GAP / 2, -GAP / 2], n * n))
assert np.allclose(psi_c @ h_site, e.ravel()[:, None] * psi_c)
assert np.allclose(psi_v @ h_site, -e.ravel()[:, None] * psi_v)
comm = disp[..., 0] * h_site
d_site = -(psi_c.conj() * (psi_v @ comm.T)).sum(1) / (2 * e.ravel())
assert np.allclose(d_site, d.ravel())
rho_c = psi_c.conj()[:, None] * psi_c[None]
rho_v = psi_v[:, None] * psi_v.conj()[None]
kernel = -((rho_c @ potential(dist)) * rho_v).sum(-1)
h_small = dense_matrix(bse_product(e, c, v, attraction(n)), n)
assert np.allclose(h_small, np.diag(2 * e.ravel()) + kernel)

# ---- absorbance prefactor against the massive-Dirac law (no attraction)
n, g0, e1, e2 = 1200, 0.6, 0.7, 1.2
e, c, v, d = bands(n, gap=g0)
pick = (2 * e > e1) & (2 * e < e2)
area = (2 * e * abs(d)**2)[pick].sum() * 8 * np.pi**2 * COUL / (HC * n**2 * CELL)
dirac = np.pi * sc.alpha * (e2 - e1 + g0**2 * (1 / e1 - 1 / e2))
dirac_ratio = area / dirac
assert abs(dirac_ratio - 1) < 0.03

# ---- full diagonalization on a small mesh against Haydock
n = 24
e, c, v, d = bands(n)
apply = bse_product(e, c, v, attraction(n))
lam, vec = np.linalg.eigh(dense_matrix(apply, n))
weight = abs(vec.conj().T @ d.ravel())**2
a, b = haydock(apply, d, 200)
energy = np.arange(4.0, 14.001, 0.02)
z = energy + 1j * ETA
g_diag = (weight / (z[:, None] - lam)).sum(1)
diag_err = abs(fraction(z, a, b, len(a)) - g_diag).max() / abs(g_diag).max()
assert diag_err < 1e-7
low = eigh_tridiagonal(a[:60], b[1:60], eigvals_only=True)[0]
assert abs(low - lam[0]) < 1e-7                     # lowest exciton is bright
assert lam[0] > GAP - potential(0.0) and lam[-1] < 2 * e.max() + 1e-9
# moments agree up to order 2n-1 and not at order 2n
lev = 4
ritz, rv = eigh_tridiagonal(a[:lev], b[1:lev])
mid, half = (lam[0] + lam[-1]) / 2, (lam[-1] - lam[0]) / 2
gaps = []
for k in (2 * lev - 1, 2 * lev):
    true = (weight * ((lam - mid) / half)**k).sum() / weight.sum()
    gaps.append(abs((rv[0]**2 * ((ritz - mid) / half)**k).sum() - true))
assert gaps[0] < 1e-11 and gaps[1] > 1e-8
# the symmetry projector keeps the dipole and commutes with H
proj = light_symmetry(n)
rng = np.random.default_rng(1)
x = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
assert np.allclose(proj(d), d) and np.allclose(proj(proj(x)), proj(x))
assert np.allclose(proj(apply(x)), apply(proj(x)))

# ---- rounding produces copies of the exciton unless the recursion is cleaned
n = 48
e, c, v, d = bands(n)
apply = bse_product(e, c, v, attraction(n))
copies = []
for opts in ({}, {'keep': 120, 'project': light_symmetry(n)}):
    a, b = haydock(apply, d, 120, **opts)
    ritz = eigh_tridiagonal(a, b[1:len(a)], eigvals_only=True)
    copies.append(int((ritz < ritz[0] + 1e-6).sum()))
assert copies[0] > 1 and copies[1] == 1

# ---- exchange drops out; size of resonant-antiresonant coupling
n = 12
e, c, v, d = bands(n)
w = attraction(n)
h12 = dense_matrix(bse_product(e, c, v, w), n)
f = (c[0].conj() * v[0]).ravel()
h_ex = h12 + 20.0 / n**2 * np.outer(f, f.conj())    # 20 eV exchange strength
for en in (5.5, 8.0, 11.0):
    res = [np.vdot(d.ravel(), np.linalg.solve((en + 1j * ETA) * np.eye(n * n) - m,
                                              d.ravel())) for m in (h12, h_ex)]
    assert abs(res[0] - res[1]) < 1e-9 * abs(res[0])
assert abs(np.linalg.eigvalsh(h_ex) - np.linalg.eigvalsh(h12)).max() > 1e-3
ij = np.array([(i, j) for i in range(n) for j in range(n)])
wave = np.exp(2j * np.pi * (ij @ ij.T) / n) / n     # rows: cells, columns: k


def pair_map(p, q):
    return np.vstack([wave * (p[i] * q[j].conj()).ravel()[None, :]
                      for i in (0, 1) for j in (0, 1)])


both = np.hstack([pair_map(c, v), pair_map(v, c)])
k_full = -both.conj().T @ (w.reshape(-1)[:, None] * both)
diag = np.diag(np.tile(2 * e.ravel(), 2))
assert np.allclose((diag + k_full)[:n * n, :n * n], h12)
sign = np.repeat([1.0, -1.0], n * n)
full = np.linalg.eigvals(sign[:, None] * (diag + k_full))
assert abs(full.imag).max() < 1e-6
full = np.sort(full.real)
assert abs(full + full[::-1]).max() < 1e-6          # energies come in +/- pairs
tda_shift = full[full > 0][0] - np.linalg.eigvalsh(h12)[0]

# ---- production run: 144 x 144 mesh, matrix never formed
NK, STEPS, KEEP = 144, 320, 160
e, c, v, d = bands(NK)
w = attraction(NK)
apply = bse_product(e, c, v, w)
proj = light_symmetry(NK)
a, b = haydock(apply, d, STEPS, KEEP, proj)
assert len(a) == STEPS
lo, hi = 2 * e.min(), 2 * e.max()
a_inf, b_inf = (lo + hi) / 2, (hi - lo) / 4
exciton = eigh_tridiagonal(a[:80], b[1:80], eigvals_only=True)[0]

# mean coefficients of levels 20..59: no attraction, W cut at 2 nm, full W
free = haydock(lambda x: 2 * e * x, d, 60, 60, proj)
short = haydock(bse_product(e, c, v, np.where(w > potential(2.0), w, 0.0)),
                d, 60, 60, proj)
means = [(p[20:60].mean(), q[20:60].mean()) for p, q in (free, short, (a, b))]
assert abs(means[0][0] - a_inf) < 0.15 and abs(means[0][1] - b_inf) < 0.15
assert means[2][0] < a_inf                          # Coulomb tail lowers a[j]
assert abs(means[1][0] - a_inf) < abs(means[2][0] - a_inf)

# square-root tail against a long uniform chain
chain = fraction(z, np.full(2000, a_inf), np.r_[1.0, np.full(2000, b_inf)], 2000)
assert np.allclose(chain, root_tail(z, lo, hi), rtol=1e-8)

# Chebyshev expansion of the resolvent as a second road on the same mesh
bot = GAP - potential(0.0)
cen, hw = (bot + hi) / 2, (hi - bot) / 2 + 0.01
p0 = d / b[0]
p1 = (apply(p0) - cen * p0) / hw
mom = [1.0, np.vdot(p0, p1).real]
for k in range(1, 300):
    p2 = 2 * (apply(p1) - cen * p1) / hw - p0
    mom += [2 * np.vdot(p1, p1).real - 1, 2 * np.vdot(p2, p1).real - mom[1]]
    p0, p1 = p1, p2
z2 = energy + 0.2j
ww = (z2 - cen) / hw
root = np.sqrt(ww - 1) * np.sqrt(ww + 1)
powers = (1 / (ww + root))[:, None]**np.arange(len(mom))
cheb = b[0]**2 / (hw * root) * (2 * powers @ np.array(mom) - 1)
g_ref2 = fraction(z2, a, b, STEPS)
cheb_err = abs(cheb - g_ref2).max() / abs(g_ref2).max()
assert cheb_err < 1e-6

# ---- effect of the terminator
tail = root_tail(z, lo, hi)
g_ref = fraction(z, a, b, STEPS)
ref = sheet(energy, g_ref, NK**2).real
near_x = abs(energy - exciton) < 0.3
cont = energy > GAP + 0.2


def errors(green):
    s = sheet(energy, green, NK**2).real
    peak = abs(s - ref)[near_x].max() / ref[near_x].max()
    return peak, np.sqrt(((s - ref)[cont]**2).mean() / (ref[cont]**2).mean())


def maxima(green):
    s = sheet(energy, green, NK**2).real[cont]
    return int(((s[1:-1] > s[:-2]) & (s[1:-1] > s[2:])).sum())


table = {}
for lev in (10, 20, 40, 80, 160):
    cut, closed = fraction(z, a, b, lev), fraction(z, a, b, lev, tail)
    table[lev] = errors(cut) + errors(closed)
    # rigorous bound, on an interval holding the spectra of all three fractions
    dia = np.r_[a[:lev], np.full(1500, a_inf)]
    off = np.r_[b[1:lev + 1], np.full(1499, b_inf)]
    ends = [eigh_tridiagonal(dia, off, eigvals_only=True, select='i',
                             select_range=(k, k))[0] for k in (0, len(dia) - 1)]
    left, right = min(bot, ends[0]) - 1e-3, max(hi, ends[1]) + 1e-3
    cen, hw = (left + right) / 2, (right - left) / 2
    ww = (z - cen) / hw
    root = np.sqrt(ww - 1) * np.sqrt(ww + 1)
    rho = abs(ww + root)
    bound = 4 * b[0]**2 * rho**(1.0 - 2 * lev) / (hw * abs(root) * (rho - 1))
    floor = 1e-9 * abs(g_ref).max()                 # rounding level
    for one, two in ((cut, g_ref), (closed, g_ref), (cut, closed)):
        assert (abs(one - two) <= bound + floor).all()
    if lev == 160:
        bound_use = (abs(cut - g_ref) / (bound + floor)).max()
assert table[40][0] < 0.01 and table[40][1] > 0.05
assert table[40][3] < 0.5 * table[40][1]
wrong = errors(fraction(z, a, b, 40, root_tail(z, exciton, hi)))
assert wrong[1] > table[40][3]
a_own, b_own = a[30:40].mean(), b[31:41].mean()
own = errors(fraction(z, a, b, 40,
                      root_tail(z, a_own - 2 * b_own, a_own + 2 * b_own)))
cut20, closed20 = fraction(z, a, b, 20), fraction(z, a, b, 20, tail)
count = [maxima(x) for x in (g_ref, cut20, closed20)]
assert count[1] > count[0]


def levels_needed(eta, closed, tol=0.02):
    zz = energy[cont] + 1j * eta
    target = (energy[cont] * fraction(zz, a, b, STEPS)).imag
    end = root_tail(zz, lo, hi) if closed else None
    for lev in range(4, STEPS, 2):
        trial = (energy[cont] * fraction(zz, a, b, lev, end)).imag
        if np.sqrt(((trial - target)**2).mean() / (target**2).mean()) < tol:
            return lev
    return STEPS


need = {(eta, cl): levels_needed(eta, cl) for eta in (0.2, 0.1) for cl in (0, 1)}
assert 1.4 < need[0.1, 0] / need[0.2, 0] < 2.8
assert need[0.1, 1] < need[0.1, 0]


# ---- size of neglected effects
def lowest(n, t=HOP, kappa=1.0, soft=SOFT):
    e, c, v, d = bands(n, t=t)
    a, b = haydock(bse_product(e, c, v, attraction(n, kappa, soft)), d, 60)
    return eigh_tridiagonal(a, b[1:len(a)], eigvals_only=True)[0]


base = lowest(48)
e9, c9, v9, d9 = bands(96)
a9, b9 = haydock(bse_product(e9, c9, v9, attraction(96)), d9, STEPS)
mesh_err = errors(fraction(z, a9, b9, len(a9)) * (NK / 96)**2)[1]
kap = (1 + 2.1) / 2                                 # air above, silica below
bind_shift = lowest(48, kappa=kap) - base
gap_shift = potential(0.0, kap) - potential(0.0)
soft_shift = lowest(48, soft=0.08) - base
mass = 10.81 * 14.007 / (10.81 + 14.007) * sc.atomic_mass
phonon, kT = 0.17, sc.k * 300 / sc.e
zero_pt = np.sqrt(sc.hbar**2 / (2 * mass) / sc.e * 1e18 / phonon)
u300 = zero_pt / np.sqrt(np.tanh(phonon / (2 * kT)))
dt = 3.0 * HOP * u300 / BOND
vib = abs(lowest(48, t=HOP + dt) - lowest(48, t=HOP - dt)) / 2
s_peak = sheet(exciton, fraction(np.array([exciton + 1j * ETA]), a, b, STEPS),
               NK**2)[0]
true_abs = s_peak.real / abs(1 + s_peak / 2)**2

print(f"gap {GAP} eV, hopping {HOP} eV, lattice constant {LATT} nm")
print(f"screening length {R0} nm, cutoff {SOFT} nm, eta {ETA} eV")
print(f"bond length {BOND:.4f} nm; W(0) {potential(0.0):.3f} eV, "
      f"W(bond) {potential(BOND):.3f} eV")
print(f"mesh {NK} x {NK}, matrix dimension {NK**2}, Haydock levels {STEPS}, "
      f"reorthogonalized {KEEP}")
print(f"memory of the full complex matrix {16 * NK**4 / 1e9:.2f} GB, "
      f"of one vector {16 * NK**2 / 1e6:.2f} MB, "
      f"of {KEEP} vectors {16 * KEEP * NK**2 / 1e6:.0f} MB")
print(f"exciton copies after 120 levels (48 x 48): plain {copies[0]}, "
      f"cleaned {copies[1]}")
print(f"continuum edges {lo:.3f} and {hi:.3f} eV")
print(f"tail constants a_inf {a_inf:.3f} eV, b_inf {b_inf:.3f} eV")
for name, (am, bm) in zip(("no attraction", "W cut at 2 nm", "full W"), means):
    print(f"  mean of levels 20..59, {name}: a {am:.3f} eV, b {bm:.3f} eV")
print("first a (eV):", np.round(a[:5], 3), " first b[1..] (eV):", np.round(b[1:6], 3))
print(f"exciton energy {exciton:.4f} eV = {2 * np.pi * HC / exciton:.1f} nm, "
      f"binding {GAP - exciton:.3f} eV")
print(f"peak absorbance, weak-sheet formula {100 * s_peak.real:.1f} %, "
      f"with reflection {100 * true_abs:.1f} %")
print(f"Dirac-law check of prefactor, ratio {dirac_ratio:.4f}")
print(f"Haydock vs diagonalization (24 x 24), relative error {diag_err:.1e}")
print(f"moment mismatch for 4 levels: order 7 {gaps[0]:.1e}, order 8 {gaps[1]:.1e}")
print(f"Haydock vs Chebyshev (144 x 144, eta 0.2 eV), error {cheb_err:.1e}")
print("relative errors (%) : levels | peak cut, peak tail | continuum cut, tail")
for lev, (pc, cc, pt, ct) in table.items():
    print(f"  {lev:4d} | {100*pc:.2e} {100*pt:.2e} | {100*cc:.3f} {100*ct:.3f}")
print(f"40 levels, tail edge wrongly at exciton: continuum error {100*wrong[1]:.3f} %")
print(f"40 levels, tail from mean of last 10 (a {a_own:.3f}, b {b_own:.3f} eV): "
      f"continuum error {100*own[1]:.3f} %")
print(f"largest error/bound at 160 levels, no tail: {bound_use:.2e}")
print(f"continuum maxima, 7.5-14 eV: reference {count[0]}, "
      f"20 levels cut {count[1]}, 20 levels with tail {count[2]}")
print("absorbance (%) at energy: reference, 20 levels cut, 20 levels with tail")
for en in (8.0, 9.0, 10.0, 11.0, 12.0):
    i = int(np.argmin(abs(energy - en)))
    vals = [100 * sheet(energy[i], x[i], NK**2).real for x in (g_ref, cut20, closed20)]
    print(f"  {en:4.1f} eV: {vals[0]:.3f} {vals[1]:.3f} {vals[2]:.3f}")
for eta in (0.2, 0.1):
    print(f"levels for 2 % continuum error, eta {eta} eV: "
          f"cut {need[eta, 0]}, tail {need[eta, 1]}")
print("neglected or approximate effects:")
print(f"  exciton shift, mesh 48 to 144: {1000 * (exciton - base):.3f} meV")
print(f"  continuum change, mesh 96 vs 144: {100 * mesh_err:.2f} %")
print(f"  antiresonant coupling (12 x 12 mesh): {1000 * tda_shift:.1f} meV")
print(f"  silica support, kappa {kap:.2f}: binding part {bind_shift:+.3f} eV, "
      f"gap part {gap_shift:+.3f} eV, sum {bind_shift + gap_shift:+.3f} eV")
print(f"  cutoff 0.05 to 0.08 nm: {soft_shift:+.3f} eV")
print(f"  bond vibration (phonon {phonon} eV): zero-point {1000 * zero_pt:.2f} pm, "
      f"300 K {1000 * u300:.2f} pm")
print(f"  hopping change {dt:.3f} eV; exciton shift if all bonds move {vib:.3f} eV")
print("all good")
```

Running it gives:

```
gap 7.3 eV, hopping 2.3 eV, lattice constant 0.25 nm
screening length 1.0 nm, cutoff 0.05 nm, eta 0.1 eV
bond length 0.1443 nm; W(0) 4.549 eV, W(bond) 3.067 eV
mesh 144 x 144, matrix dimension 20736, Haydock levels 320, reorthogonalized 160
memory of the full complex matrix 6.88 GB, of one vector 0.33 MB, of 160 vectors 53 MB
exciton copies after 120 levels (48 x 48): plain 3, cleaned 1
continuum edges 7.300 and 15.612 eV
tail constants a_inf 11.456 eV, b_inf 2.078 eV
  mean of levels 20..59, no attraction: a 11.455 eV, b 2.078 eV
  mean of levels 20..59, W cut at 2 nm: a 11.236 eV, b 2.189 eV
  mean of levels 20..59, full W: a 11.058 eV, b 2.163 eV
first a (eV): [ 5.934  8.581  9.302  9.859 10.252]  first b[1..] (eV): [0.975 1.879 2.027 1.975 1.984]
exciton energy 5.4185 eV = 228.8 nm, binding 1.881 eV
peak absorbance, weak-sheet formula 19.4 %, with reflection 16.1 %
Dirac-law check of prefactor, ratio 1.0121
Haydock vs diagonalization (24 x 24), relative error 1.9e-09
moment mismatch for 4 levels: order 7 1.2e-14, order 8 1.8e-04
Haydock vs Chebyshev (144 x 144, eta 0.2 eV), error 5.4e-10
relative errors (%) : levels | peak cut, peak tail | continuum cut, tail
    10 | 2.29e-02 8.31e-03 | 83.425 19.683
    20 | 2.30e-07 5.33e-08 | 40.290 6.808
    40 | 0.00e+00 0.00e+00 | 12.042 1.578
    80 | 0.00e+00 0.00e+00 | 1.259 0.116
   160 | 0.00e+00 0.00e+00 | 0.018 0.001
40 levels, tail edge wrongly at exciton: continuum error 2.090 %
40 levels, tail from mean of last 10 (a 11.031, b 2.168 eV): continuum error 0.241 %
largest error/bound at 160 levels, no tail: 9.15e-05
continuum maxima, 7.5-14 eV: reference 1, 20 levels cut 11, 20 levels with tail 4
absorbance (%) at energy: reference, 20 levels cut, 20 levels with tail
   8.0 eV: 0.568 0.761 0.523
   9.0 eV: 0.321 0.454 0.323
  10.0 eV: 0.181 0.099 0.183
  11.0 eV: 0.099 0.186 0.097
  12.0 eV: 0.051 0.035 0.052
levels for 2 % continuum error, eta 0.2 eV: cut 36, tail 20
levels for 2 % continuum error, eta 0.1 eV: cut 72, tail 38
neglected or approximate effects:
  exciton shift, mesh 48 to 144: -0.000 meV
  continuum change, mesh 96 vs 144: 0.63 %
  antiresonant coupling (12 x 12 mesh): -0.2 meV
  silica support, kappa 1.55: binding part +0.474 eV, gap part -0.596 eV, sum -0.122 eV
  cutoff 0.05 to 0.08 nm: +0.049 eV
  bond vibration (phonon 0.17 eV): zero-point 4.49 pm, 300 K 4.50 pm
  hopping change 0.215 eV; exciton shift if all bonds move 0.101 eV
all good
```
